**Local-field shifts and the polarization catastrophe in cubic dipole lattices**

For a cubic lattice of charged harmonic oscillators the program tests ω_T² = ω₀²(1 − x) and ω_L² = ω₀²(1 + 2x), valid for ω₀/c << k << 1/a. Here ω₀ is the frequency of an isolated site, α its static polarizability, N the site density, a the cube edge, k the wavevector, and x = 4πNα/3 in atomic units, or Nα/(3ε₀) in SI. It asserts the dipole form of the pair energy by finite differences, the vanishing sphere sum for cubic symmetry, the continuum integral by quadrature, and an Ewald dipole sum against a direct sum for the simple cubic lattice. It also asserts the long-wave eigenvalues for sc, bcc and fcc in four directions, and the limits of the retarded branches from the coupled field and oscillator equations. For an fcc model with ħω₀ = 10 eV and a = 4 Å the output gives x = 0.287, a transverse energy of 8.44 eV and a longitudinal energy of 12.55 eV. Compression at fixed α and ω₀ brings the transverse mode to zero at a = 2.64 Å. A search on a coarse grid of wavevectors finds that a zone-boundary mode of the sc lattice softens first, at x = 0.782, while no grid mode of bcc or fcc softens before x = 1.

## Numerical check

```python
# RESULT UNDER TEST
# Cubic Bravais lattice of charged harmonic oscillators (each site neutral):
#   w_T^2 = w0^2 (1 - x),  w_L^2 = w0^2 (1 + 2x),  x = 4 pi N alpha / 3
# in atomic units (x = N alpha / (3 eps0) in SI), for w0/c << k << 1/a.
# w0: frequency of an isolated site, alpha: its static polarizability,
# N: site density, a: cubic lattice constant, k: wavevector.
# J(k) = sum over R != 0 of T(R) exp(i k.R), T = (3 R R - R^2)/R^5;
# the mode frequencies are w^2 = w0^2 (1 - alpha * eigenvalue of J).
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import erfc, spherical_jn

pi = np.pi
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HBARC = const.hbar * const.c / const.e * 1e10      # eV angstrom

CELLS = {
    "sc": np.eye(3),
    "bcc": 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "fcc": 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
}
INDEX = np.array(list(itertools.product(range(-4, 5), repeat=3)))


class DipoleLattice:
    """Ewald evaluation of J(k), lengths in units of a."""

    def __init__(self, cell):
        self.volume = abs(np.linalg.det(cell))
        self.recip = 2 * pi * np.linalg.inv(cell).T
        self.G = INDEX @ self.recip
        R = INDEX[np.any(INDEX != 0, axis=1)] @ cell
        eta = np.sqrt(pi) / self.volume ** (1 / 3)
        r = np.linalg.norm(R, axis=1)
        gauss = 2 * eta / np.sqrt(pi) * np.exp(-(eta * r) ** 2) / r**2
        B = erfc(eta * r) / r**3 + gauss
        C = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2)
        self.R, self.eta = R, eta
        self.near = (R[:, :, None] * R[:, None, :] * C[:, None, None]
                     - np.eye(3) * B[:, None, None]).reshape(-1, 9)
        self.lorentz = 4 * pi / (3 * self.volume)

    def J(self, k):
        q = self.G + k
        q2 = np.sum(q * q, axis=1)
        weight = np.exp(-q2 / (4 * self.eta**2)) / q2
        far = -4 * pi / self.volume * (q.T * weight) @ q
        near = (np.cos(self.R @ k) @ self.near).reshape(3, 3)
        return far + near + np.eye(3) * 4 * self.eta**3 / (3 * np.sqrt(pi))

    def eig(self, k):
        return np.linalg.eigvalsh(self.J(np.asarray(k, float)))


lattices = {name: DipoleLattice(cell) for name, cell in CELLS.items()}

# --- Pair energy of two neutral sites: second derivatives by differences
Rpair = np.array([3.0, 1.0, 2.0])


def pair_energy(u):
    u1, u2 = u[:3], u[3:]
    inv = lambda v: 1 / np.linalg.norm(v)
    return inv(Rpair + u2 - u1) + inv(Rpair) - inv(Rpair + u2) - inv(Rpair - u1)


h = 3e-3
steps = h * np.eye(6)
hess = np.array([[(pair_energy(s + t) - pair_energy(s - t)
                   - pair_energy(t - s) + pair_energy(-s - t)) / (4 * h * h)
                  for t in steps] for s in steps])
d = np.linalg.norm(Rpair)
Tpair = (3 * np.outer(Rpair, Rpair) - d**2 * np.eye(3)) / d**5
assert np.allclose(hess[:3, 3:], -Tpair, atol=2e-6)
assert np.allclose(hess[:3, :3], 0, atol=2e-6)
assert np.allclose(hess[3:, 3:], 0, atol=2e-6)


# --- Dipoles inside a sphere: zero for cubic, not for tetragonal lattices
def sphere_sum_zz(c_over_a, radius=30.0):
    n = np.arange(-31, 32, dtype=float)
    X, Y, Z = np.meshgrid(n, n, c_over_a * n, indexing="ij")
    r2 = X**2 + Y**2 + Z**2
    inside = (r2 > 0) & (r2 < radius**2)
    r2, Z = r2[inside], Z[inside]
    return np.sum((3 * Z**2 - r2) / r2**2.5)


cubic_sum = sphere_sum_zz(1.0)
tetra_sum = sphere_sum_zz(1.1)
assert abs(cubic_sum) < 1e-9
assert abs(tetra_sum) > 0.05

# --- Continuum outside the sphere: quadrature over a thick shell
kc, r_in, r_out = 0.2, 1.0, 45.0
node, wt = np.polynomial.legendre.leggauss(120)
rr = 0.5 * (r_out - r_in) * node + 0.5 * (r_out + r_in)
wr = 0.5 * (r_out - r_in) * wt
phase = np.cos(kc * rr[:, None] * node[None, :])
shell_L = 2 * pi * np.einsum("i,j,ij->", wr / rr, wt * (3 * node**2 - 1), phase)
phi = 2 * pi * np.arange(8) / 8
angular_T = np.mean([3 * (1 - node**2) * np.cos(f) ** 2 - 1 for f in phi], axis=0)
shell_T = 2 * pi * np.einsum("i,j,ij->", wr / rr, wt * angular_T, phase)
j1z = lambda z: spherical_jn(1, z) / z
shell_formula = j1z(kc * r_in) - j1z(kc * r_out)
assert abs(shell_L + 8 * pi * shell_formula) < 1e-8
assert abs(shell_T - 4 * pi * shell_formula) < 1e-8

# --- Direct real-space sum with a smooth cutoff against the Ewald sum (sc)
n = np.arange(-70, 71, dtype=float)
X, Y, Z = np.meshgrid(n, n, n, indexing="ij")
r2 = X**2 + Y**2 + Z**2
r2[70, 70, 70] = 1.0
t = r2 / 16.0**2
common = (1 + t + t * t / 2) * np.exp(-t) / r2**2.5
common[70, 70, 70] = 0.0
direct_L = np.sum(common * (3 * X**2 - r2) * np.cos(0.6 * X))
direct_T = np.sum(common * (3 * Z**2 - r2) * np.cos(0.6 * X))
direct_M = np.sum(common * (3 * Z**2 - r2) * np.cos(pi * (X + Y)))
del X, Y, Z, r2, t, common
J_small = lattices["sc"].J(np.array([0.6, 0, 0]))
J_M = lattices["sc"].J(np.array([pi, pi, 0]))
# the smooth cutoff leaves an error of a few 1e-4 at this range
assert abs(direct_L - J_small[0, 0]) < 2e-3
assert abs(direct_T - J_small[2, 2]) < 2e-3
assert abs(direct_M - J_M[2, 2]) < 2e-3

# --- Long-wavelength eigenvalues: three lattices, four directions
worst = 0.0
for lat in lattices.values():
    for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, 4]):
        k = 1e-3 * np.array(direction) / np.linalg.norm(direction)
        ratio = lat.eig(k) / lat.lorentz
        worst = max(worst, np.max(np.abs(ratio - [-2, 1, 1])))
        khat = k / np.linalg.norm(k)
        assert abs(khat @ lat.J(k) @ khat / lat.lorentz + 2) < 1e-5
assert worst < 1e-5
fcc = lattices["fcc"]
shift = [fcc.lorentz - fcc.eig([ka, 0, 0])[2] for ka in (0.1, 0.2)]
assert abs(shift[1] / shift[0] - 4) < 0.1

# --- Zone search: which mode softens first?
x_first, k_first = {}, {}
for name, lat in lattices.items():
    best = -np.inf
    for frac in itertools.product(np.arange(-3, 5) / 8, repeat=3):
        if any(frac):
            value = lat.eig(np.array(frac) @ lat.recip)[2]
            if value > best:
                best, k_first[name] = value, np.sort(np.abs(frac))
    x_first[name] = lat.lorentz / best
assert x_first["sc"] < 1 and np.allclose(k_first["sc"], [0, 0.5, 0.5])
assert x_first["bcc"] > 1 and x_first["fcc"] > 1
sc = lattices["sc"]
x_demo = 0.9
demo_uniform = 1 - x_demo * sc.eig([1e-3, 0, 0])[2] / sc.lorentz
demo_M = 1 - x_demo * sc.eig([pi, pi, 0])[2] / sc.lorentz
assert demo_uniform > 0 > demo_M

# --- Worked example: fcc model, one electron per site
E0, a = 10.0, 4.0
w0, a_au = E0 / HARTREE, a / BOHR
alpha = 1 / w0**2
N_au = 4 / a_au**3
x = 4 * pi * N_au * alpha / 3
alpha_SI = const.e**2 / (const.m_e * (E0 * const.e / const.hbar) ** 2)
x_SI = 4 / (a * 1e-10) ** 3 * alpha_SI / (3 * const.epsilon_0)
assert abs(x_SI / x - 1) < 1e-6
ET, EL = E0 * np.sqrt(1 - x), E0 * np.sqrt(1 + 2 * x)
Ep = HARTREE * np.sqrt(4 * pi * N_au)
assert abs((EL**2 - ET**2) / Ep**2 - 1) < 1e-9
eps_static = (1 + 2 * x) / (1 - x)

k_ex = 0.05
k_vec = k_ex * a * np.array([1, 1, 0]) / np.sqrt(2)
E_lattice = E0 * np.sqrt(1 - alpha / a_au**3 * fcc.eig(k_vec))
assert np.allclose(E_lattice, [EL, ET, ET], rtol=3e-3)


# --- Retardation: fields and oscillators together, frequencies in units of w0
def branches(ck):
    # unknowns: E, B, P, dP/dt of a transverse plane wave
    s = 3 * x / (4 * pi)
    M = np.array([[0, -1j * ck, 0, -4 * pi],
                  [-1j * ck, 0, 0, 0],
                  [0, 0, 0, 1],
                  [s, 0, -1 + s * 4 * pi / 3, 0]])
    freq = np.linalg.eigvals(M).imag
    return np.sort(freq[freq > 0])


low, high = branches(0.01)
assert abs(low / (0.01 / np.sqrt(eps_static)) - 1) < 1e-3
assert abs(high * E0 / EL - 1) < 1e-3
low50 = branches(50.0)[0]
drop = 1 - low50**2 / (1 - x)
assert abs(drop / (3 * x / 50.0**2) - 1) < 0.01
ck_ex = HBARC * k_ex / E0
E_retarded = E0 * branches(ck_ex)[0]
for ck in (0.3, 1.0, 3.0):
    for w in branches(ck):
        eps_w = (1 + 2 * x - w * w) / (1 - x - w * w)
        assert abs(w * w * eps_w / ck**2 - 1) < 1e-8

# --- Compression at fixed alpha and w0
a_crit = BOHR * (16 * pi * alpha / 3) ** (1 / 3)
rows = []
for a_i in (4.0, 3.5, 3.0, 2.7, 2.6):
    lam = fcc.eig([1e-3, 0, 0])
    sq = E0**2 * (1 - alpha / (a_i / BOHR) ** 3 * lam)
    x_i = x * (a / a_i) ** 3
    assert np.allclose(sq, E0**2 * np.array([1 + 2 * x_i, 1 - x_i, 1 - x_i]), atol=1e-2)
    assert (sq[2] < 0) == (a_i < a_crit)
    rows.append((a_i, x_i, sq[2], sq[0]))

print("TESTS OF THE LOCAL FIELD")
print(f"sphere sum zz, cubic, units 1/a^3: {abs(cubic_sum):.1e}")
print(f"sphere sum zz, c/a = 1.1, units 1/a^3: {tetra_sum:.3f}")
print(f"sc, ka=0.6 [100], J_L a^3: direct {direct_L:.4f}, Ewald {J_small[0, 0]:.4f}")
print(f"sc, ka=0.6 [100], J_T a^3: direct {direct_T:.4f}, Ewald {J_small[2, 2]:.4f}")
print(f"sc, M point, J_zz a^3: direct {direct_M:.4f}, Ewald {J_M[2, 2]:.4f}")
print(f"sc, 4 pi N a^3/3: {sc.lorentz:.4f}")
print(f"largest error of J/(4 pi N/3) from (-2,1,1), ka=0.001: {worst:.1e}")
print(f"fcc [100] transverse shift ratio, ka 0.2 to 0.1: {shift[1] / shift[0]:.3f}")
print("ZONE SEARCH (8x8x8 grid, k=0 left out)")
for name in lattices:
    print(f"{name}: x at first softening on grid = {x_first[name]:.4f}, |frac k| {k_first[name]}")
print(f"sc at x={x_demo}: w^2/w0^2 uniform T {demo_uniform:.4f}, M point {demo_M:.4f}")
print("WORKED EXAMPLE, fcc model")
print(f"hbar w0 = {E0:.1f} eV, a = {a:.1f} angstrom")
print(f"site density N = {4 / a**3:.4f} per cubic angstrom")
print(f"alpha (volume) = {alpha * BOHR**3:.4f} cubic angstrom")
print(f"x = {x:.4f} (SI route {x_SI:.4f})")
print(f"1 - x = {1 - x:.4f}, 1 + 2x = {1 + 2 * x:.4f}")
print(f"transverse energy = {ET:.3f} eV = {ET / HARTREE:.4f} hartree")
print(f"longitudinal energy = {EL:.3f} eV = {EL / HARTREE:.4f} hartree")
print(f"plasma energy = {Ep:.3f} eV")
print(f"static dielectric constant = {eps_static:.4f}")
print(f"w0/c = {E0 / HBARC:.5f} per angstrom, 1/a = {1 / a:.3f} per angstrom")
print(f"chosen k = {k_ex:.3f} per angstrom along [110], ck/w0 = {ck_ex:.3f}")
print(f"lattice, no retardation: L {E_lattice[0]:.4f} eV")
print(f"lattice, no retardation: T {E_lattice[1]:.4f} and {E_lattice[2]:.4f} eV")
print(f"continuum with retardation: lower T branch {E_retarded:.4f} eV")
print(f"upper T branch at ck/w0 = 0.01: {E0 * high:.4f} eV")
print("COMPRESSION at fixed alpha and w0")
for a_i, x_i, t2, l2 in rows:
    print(f"a={a_i:.1f} angstrom: x={x_i:.4f}, T^2={t2:.2f} eV^2, L^2={l2:.2f} eV^2")
print(f"a at x=1: {a_crit:.4f} angstrom")
print("all assertions hold")
```

Printed output:

```
TESTS OF THE LOCAL FIELD
sphere sum zz, cubic, units 1/a^3: 0.0e+00
sphere sum zz, c/a = 1.1, units 1/a^3: -1.074
sc, ka=0.6 [100], J_L a^3: direct -8.4930, Ewald -8.4927
sc, ka=0.6 [100], J_T a^3: direct 4.2465, Ewald 4.2463
sc, M point, J_zz a^3: direct 5.3536, Ewald 5.3536
sc, 4 pi N a^3/3: 4.1888
largest error of J/(4 pi N/3) from (-2,1,1), ka=0.001: 2.0e-07
fcc [100] transverse shift ratio, ka 0.2 to 0.1: 3.998
ZONE SEARCH (8x8x8 grid, k=0 left out)
sc: x at first softening on grid = 0.7824, |frac k| [0.  0.5 0.5]
bcc: x at first softening on grid = 1.0071, |frac k| [0.    0.125 0.125]
fcc: x at first softening on grid = 1.0207, |frac k| [0.    0.    0.125]
sc at x=0.9: w^2/w0^2 uniform T 0.1000, M point -0.1503
WORKED EXAMPLE, fcc model
hbar w0 = 10.0 eV, a = 4.0 angstrom
site density N = 0.0625 per cubic angstrom
alpha (volume) = 1.0972 cubic angstrom
x = 0.2873 (SI route 0.2873)
1 - x = 0.7127, 1 + 2x = 1.5745
transverse energy = 8.442 eV = 0.3103 hartree
longitudinal energy = 12.548 eV = 0.4611 hartree
plasma energy = 9.283 eV
static dielectric constant = 2.2091
w0/c = 0.00507 per angstrom, 1/a = 0.250 per angstrom
chosen k = 0.050 per angstrom along [110], ck/w0 = 9.866
lattice, no retardation: L 12.5465 eV
lattice, no retardation: T 8.4443 and 8.4426 eV
continuum with retardation: lower T branch 8.4050 eV
upper T branch at ck/w0 = 0.01: 12.5482 eV
COMPRESSION at fixed alpha and w0
a=4.0 angstrom: x=0.2873, T^2=71.27 eV^2, L^2=157.45 eV^2
a=3.5 angstrom: x=0.4288, T^2=57.12 eV^2, L^2=185.76 eV^2
a=3.0 angstrom: x=0.6809, T^2=31.91 eV^2, L^2=236.18 eV^2
a=2.7 angstrom: x=0.9340, T^2=6.60 eV^2, L^2=286.81 eV^2
a=2.6 angstrom: x=1.0460, T^2=-4.60 eV^2, L^2=309.20 eV^2
a at x=1: 2.6393 angstrom
all assertions hold
```
